# Constant-volume defect formation entropy from phonon frequencies and reservoir atoms

Take a crystal cell, remove one atom, and subtract the vibrational entropy of the perfect cell from that of the cell with the vacancy. For the model metal treated below, with classical harmonic vibrations, the difference is $-1.41\,k$ at 380 K and $-2.78\,k$ at 600 K, where $k$ is Boltzmann's constant. The vacancy formation entropy in the same cell is $+2.43\,k$ at both temperatures in the classical limit. The subtraction gives the wrong sign and a false temperature dependence, and at 600 K, when combined with the static formation energy, it lowers the predicted vacancy concentration by a factor $e^{5.21}\approx 180$. If the whole vibrational free energy is subtracted in the same way, the thermal energy $3kT$ of the removed atom is lost as well and offsets part of the error, leaving a factor $e^{5.21-3}\approx 9$. The phonon frequencies are correct. The error is that the removed atom has been thrown away, although in equilibrium it joins a reservoir and vibrates there.

To count correctly, start from the entropy of a set of atoms bound near a stable minimum of the potential energy. To second order in the displacements $u_a$,

$$H=E_0+\sum_a\frac{p_a^2}{2m_a}+\frac12\sum_{ab}u_aK_{ab}u_b ,$$

where $a$ and $b$ run over atoms and Cartesian directions. The coordinates $\sqrt{m_a}\,u_a$ turn the force-constant matrix $K$ into $D_{ab}=K_{ab}/\sqrt{m_am_b}$, whose eigenvalues are the squared angular frequencies $\omega_j^2$. The change of coordinates and momenta preserves phase-space volume, so the partition function is a product of Gaussian integrals:

$$Z=e^{-E_0/kT}\prod_{j=1}^{M}\int\frac{dq\,dp}{2\pi\hbar}\,e^{-(p^2+\omega_j^2q^2)/2kT}.$$

The momentum integral is $\sqrt{2\pi kT}$ and the coordinate integral is $\sqrt{2\pi kT}/\omega_j$. Each mode therefore contributes $kT/\hbar\omega_j$, and

$$F=-kT\ln Z=E_0+kT\sum_{j=1}^{M}\ln\frac{\hbar\omega_j}{kT}.$$

In $S=-(\partial F/\partial T)_V$ the frequencies stay fixed because the volume does. The derivative of the prefactor $T$ gives $-k\ln(\hbar\omega_j/kT)$, and the derivative of the logarithm gives $+k$:

$$S=k\sum_{j=1}^{M}\left[1+\ln\frac{kT}{\hbar\omega_j}\right],\qquad U=F+TS=E_0+MkT. \tag{1}$$

A small case tests equation (1). In units with $\hbar=k=T=1$, take two coordinates with masses 1 and 2.5 and force constants $K_{11}=3$, $K_{22}=2$, $K_{12}=-1$. Then $\omega_1^2\omega_2^2=\det K/(m_1m_2)=5/2.5=2$, so $S=2-\frac12\ln2=1.653426$. Direct numerical integration over phase space, followed by a numerical temperature derivative, gives the same six decimals.

Now let a periodic cell of $N$ atoms be the host, and let a defect be made by adding $n_i$ atoms of species $i$, with $n_i=-1$ for a removed atom. The cell keeps its volume $V$, while the atoms inside relax. If $s_i$ is the entropy per atom in the reservoir of species $i$, the constant-volume formation entropy is

$$S_V=S_{\rm def}-S_{\rm host}-\sum_i n_is_i. \tag{2}$$

For a removed atom the last term is $+s_i$, the entropy the atom has after it has joined the reservoir. The number of ways to place the defect on the lattice is not part of $S_V$. It enters when $n$ vacancies are distributed over $N_s$ sites. Minimizing $nG_f-kT\ln[N_s!/n!(N_s-n)!]$, with $G_f$ the formation free energy, gives $n/(N_s-n)=e^{-G_f/kT}$. For a dilute crystal the concentration thus contains the formation entropy through a factor $e^{S/k}$.

Let each reservoir be a classical harmonic crystal. A large crystal has three modes per atom, so with $\bar\omega_i$ the geometric mean of its frequencies, equation (1) gives

$$s_i=3k\left[1+\ln\frac{kT}{\hbar\bar\omega_i}\right]. \tag{3}$$

A periodic cell has three uniform translations with zero frequency. They are left out of both cells, so

$$M_{\rm host}=3N-3,\qquad M_{\rm def}=3\Big(N+\sum_in_i\Big)-3=M_{\rm host}+3\sum_in_i .$$

Choose any fixed frequency unit $\omega_0$ and write $L=1+\ln(kT/\hbar\omega_0)$. Each mode then has entropy $k[L-\ln(\omega/\omega_0)]$, and equation (2) becomes

$$\frac{S_V}{k}=\Big(M_{\rm def}-M_{\rm host}-3\sum_in_i\Big)L+\sum_{\rm host}\ln\frac{\omega}{\omega_0}-\sum_{\rm def}\ln\frac{\omega'}{\omega_0}+3\sum_in_i\ln\frac{\bar\omega_i}{\omega_0}.$$

The bracket multiplying $L$ is zero by the mode count. Temperature, $\hbar$ and the arbitrary unit drop out together:

$$\frac{S_V}{k}=\sum_{\rm host}\ln\omega-\sum_{\rm def}\ln\omega'+3\sum_in_i\ln\bar\omega_i, \tag{4}$$

with all frequencies in one common unit. For a vacancy in a one-component crystal,

$$\frac{S_V}{k}=\ln\frac{\prod_{j=1}^{3N-3}\omega_j}{\bar\omega^{3}\prod_{j=1}^{3N-6}\omega'_j}. \tag{5}$$

There are $3N-3$ frequencies above the line and $3+(3N-6)$ below it. Without $\bar\omega^3$ the argument would have the dimension of frequency cubed, and its logarithm would depend on the unit. For a defect that changes the number of atoms, a ratio of host to defect frequencies therefore gives a formation entropy only once the reservoir has balanced the number of frequencies.

The same count removes the thermal energy. By equation (1), the formation energy receives $kT(M_{\rm def}-M_{\rm host}-3\sum_in_i)=0$ from vibrations, so at fixed volume $F_f=E_f-TS_V$, with $E_f$ the static formation energy.

The cancellation fails for a gas reservoir. An atom of a monatomic ideal gas has a thermal momentum integral but no harmonic coordinate integral, so at fixed volume per atom its entropy contains $\frac32k\ln T$ instead of $3k\ln T$. Exchanging $n$ atoms with such a gas leaves $\frac32nk\ln T$ in the formation entropy. At fixed gas pressure $P$ the volume per atom is $kT/P$, the gas entropy contains $\frac52k\ln T$, and the remainder is $\frac12nk\ln T$. Equation (4) then has to be replaced by equation (2) with the gas entropy inserted.

For a complex AB formed from separate defects A and B, the reservoirs drop out, because the complex exchanges the same atoms as its parts: $n_i^{AB}=n_i^A+n_i^B$. Subtracting equation (4) for A and for B from that for AB, all in cells of equal size and volume, leaves

$$\frac{S_{AB}-S_A-S_B}{k}=\sum_A\ln\omega+\sum_B\ln\omega-\sum_{AB}\ln\omega-\sum_{\rm host}\ln\omega .$$

The perfect host takes the place of the reservoir in balancing the modes, since $M_A+M_B=M_{AB}+M_{\rm host}$.

A simple limit shows the size to expect for a vacancy. Let each atom vibrate independently in the field of its twelve nearest neighbours, each bond being an unstretched spring of stiffness $\kappa$ along its unit vector $\mathbf n$. In an ideal close-packed crystal $\sum\mathbf n\mathbf n^{T}=4\cdot\mathbf 1$, so every atom has stiffness $4\kappa$ in all three directions. A vacancy takes one bond from each of twelve neighbours and lowers the stiffness along that bond to $3\kappa$. Twelve frequencies fall by the factor $\sqrt{3/4}$, and the removed atom's three frequencies are balanced by the reservoir, so

$$\frac{S_V}{k}\approx12\cdot\frac12\ln\frac43=1.73 .$$

The entropy is positive because the neighbours are less tightly held. This estimate leaves out the coupling between atoms, more distant bonds and relaxation.

In a finite cell the reservoir atom must also be counted with care. Let $s_1=k[1+\ln(kT/\hbar\bar\omega)]$ be the mean entropy of a nonzero host mode, so that $S_{\rm host}=(3N-3)s_1$. Three such modes make one reservoir atom, and the quantity subtracted from $S_{\rm def}$ is $S_{\rm host}-3s_1=(3N-6)s_1$, which matches the defect cell mode for mode. Weighting the host by its number of atoms subtracts instead

$$\frac{N-1}{N}S_{\rm host}=\frac{3(N-1)^2}{N}s_1=\Big(3N-6+\frac3N\Big)s_1 .$$

This is too much by $3s_1/N$. The error depends on temperature but vanishes for a large cell, unlike the error of omitting the reservoir, which is $3s_1$ at any size.

Replacing one atom by a heavier isotope tests the counting where the reservoirs differ. The force constants do not change, but the frequencies do. To find their product, add a small $\epsilon$ to each eigenvalue of $D$. With $\mathsf M$ the diagonal mass matrix,

$$\det(D+\epsilon\mathbf 1)=\frac{\det(K+\epsilon \mathsf M)}{\det \mathsf M}.$$

For small $\epsilon$ the left side is $\epsilon^3\prod\omega_j^2$, the product running over nonzero modes. On the right, $K$ vanishes on the three normalized translations, whose components are $1/\sqrt N$ on every atom. There $\epsilon \mathsf M$ has the value $\epsilon M_{\rm tot}/N$, where $M_{\rm tot}$ is the total mass. Its coupling to the other directions is of order $\epsilon$ and changes this small block only at order $\epsilon^2$. Comparing the coefficients of $\epsilon^3$ gives

$$\prod_j\omega_j^2=\frac{{\rm pdet}K\,(M_{\rm tot}/N)^3}{\prod_a m_a^3},$$

where ${\rm pdet}K$ is the product of the nonzero eigenvalues of $K$ and $a$ now labels atoms. Let the new atom have mass $rm$ in a host of mass $m$. Then $\prod_am_a^3$ grows by $r^3$ and $M_{\rm tot}/N$ becomes $m[1+(r-1)/N]$, so

$$\sum_{\rm host}\ln\omega-\sum_{\rm def}\ln\omega'=\frac32\ln r-\frac32\ln\Big(1+\frac{r-1}{N}\Big).$$

The heavy reservoir has the same force constants, hence $\bar\omega_{\rm heavy}=\bar\omega_{\rm light}/\sqrt r$. The reservoir terms in equation (4) add $3\ln(\bar\omega_{\rm heavy}/\bar\omega_{\rm light})=-\frac32\ln r$, leaving

$$\frac{S_V}{k}=-\frac32\ln\Big(1+\frac{r-1}{N}\Big)\longrightarrow0\qquad(N\to\infty).$$

For $r=1.5$ and $N=64$, diagonalizing the cells of the model below gives $0.597\,k$ without reservoirs and $-0.0117\,k$ with them, and the latter agrees with the formula. The remainder comes from the removed translations. In the classical limit and for a large crystal, an isotope exchanged between such reservoirs has no formation entropy.

The worked example is a vacancy in a hexagonal close-packed metal in the regime of cobalt, which is used in chip interconnects. The pair energy is a Morse function, $\mathcal D(x^2-2x)$ with $x=e^{-\alpha(r-r_0)}$, for the 12 first and 6 second neighbours. The round parameters are $\mathcal D=0.40$ eV, $\alpha=16$ nm$^{-1}$, $r_0=0.256$ nm and mass 58.9 u. Zero static stress gives $a=0.2497$ nm, $c=0.4077$ nm and a volume per site $v=0.0110$ nm$^3$. The highest host frequency is 9.4 THz. A pair model is a poor guide to the vacancy formation energy of a metal, so no value of that energy is taken from it.

The detailed cell has $N=180$ sites, hence 537 host modes and 534 defect modes. Using $f=\omega/2\pi$ in THz, which is allowed because the unit cancels, the sums are 961.289 for the host and 953.491 for the relaxed vacancy. The mean frequency is 5.990 THz, so the reservoir term is $3\ln5.990=5.370$. Equation (5) gives

$$\frac{S_V}{k}=961.289-953.491-5.370=2.43 ,$$

or $S_V=0.209$ meV/K. The factor in the concentration is $e^{2.43}\approx11$, and $TS_V$ at 600 K is 0.126 eV. With the atoms held at their perfect-crystal positions the entropy is $2.19\,k$, so relaxation at fixed cell volume adds $0.24\,k$. The independent-atom estimate of $1.73\,k$ has the right sign and order.

Adding back the omitted reservoir atom explains the opening numbers. Its entropy is $3s_1=5.21\,k$ at 600 K and $3.84\,k$ at 380 K, and the difference is $3k\ln(600/380)=1.37\,k$. Weighting the host by $(N-1)/N$ gives $2.40\,k$ at 600 K, too low by $5.21\,k/180=0.03\,k$.

Cells of 64, 180 and 448 sites give $2.35\,k$, $2.43\,k$ and $2.46\,k$. A straight line in $1/N$ through the two larger cells reaches $2.47\,k$ for an infinite cell and predicts $2.34\,k$ for 64 sites, close to the computed value. The convergence need not be exactly linear in $1/N$, partly because $\bar\omega$ is taken from each finite cell, so the last digit of the limit is uncertain. The detailed cell is about $0.05\,k$ below the large-cell estimate.

The classical limit requires $\hbar\omega$ small against $kT$. This is not strictly met here, since $\hbar\omega/kT$ for the highest mode is 1.2 at 380 K and 0.75 at 600 K, so the correction has to be sized. The quantum free energy of a mode is $kT\ln[2\sinh(y/2)]$ with $y=\hbar\omega/kT$. Since $\ln[2\sinh(y/2)]=\ln y+y^2/24+\dots$, the first correction to the free energy is $(\hbar\omega)^2/24kT$. Minus its temperature derivative is $+ky^2/24$. Inserting this in equation (2) for a vacancy gives

$$\Delta S_V=\frac{k}{24}\Big(\frac{\hbar}{kT}\Big)^2\Big[\sum_{\rm def}\omega'^2-\sum_{\rm host}\omega^2+3\langle\omega^2\rangle\Big],$$

where $\langle\omega^2\rangle$ is the average over host modes. For an unrelaxed vacancy in a large cell the bracket is negative. The sum of $\omega^2$ is the trace of $D$, and each bond contributes equally to the atoms at its two ends. Removing an atom takes away its own trace and an equal amount from its neighbours, while the reservoir returns one such amount. For the relaxed vacancy the formula gives $-0.095\,k$ at 380 K and $-0.038\,k$ at 600 K. The full quantum calculation gives shifts of $-0.092\,k$ and $-0.038\,k$. At this order the formation free energy changes by $+T\Delta S_V$, not $-T\Delta S_V$, because the vibrational energies no longer cancel. The concentration therefore rises, by about 10 % at 380 K and 4 % at 600 K. At 6000 K, used purely as a mathematical limit, the temperature derivative of the quantum free energy gives $2.4273\,k$ against $2.4277\,k$ from equation (5).

Fixed volume is a real restriction. At fixed pressure the defect cell changes its volume by the relaxation volume $\Delta V$, while host and reservoir keep theirs. To first order in $\Delta V/V$, and for a large cell,

$$S_P=S_V+\Big(\frac{\partial S}{\partial V}\Big)_T\Delta V .$$

By equation (1) the derivative is $-k\sum_j\partial\ln\omega_j/\partial V$. With the mean Grüneisen parameter $\gamma=-\langle\partial\ln\omega/\partial\ln V\rangle$,

$$S_P-S_V=3(N-1)\gamma k\,\frac{\Delta V}{V}\longrightarrow3\gamma k\,\frac{\Delta V}{v}. \tag{6}$$

The strain falls as $1/N$, but the number of modes that feel it grows as $N$, so the difference survives in a large crystal. Here $\gamma=1.58$ and $\Delta V=-0.0434\,v$. Equation (6) gives $537\times1.584\times(-0.0434)/180=-0.205$, and diagonalizing the volume-relaxed cell gives $-0.203$. Hence $S_P=2.22\,k$, and the concentration factor is 9.2 instead of 11. Volume changes are uniform dilations here, a simplification for a hexagonal crystal.

The two entropies belong with different energies. At zero external pressure the heated crystal expands from its static volume $V_0$ until the static restoring pressure balances the thermal pressure $T(\partial P/\partial T)_V$. With bulk modulus $B$, the expansion is $\delta V=VT(\partial P/\partial T)_V/B$. A defect cell that would relax by $\Delta V$ has pressure $B\Delta V/V$ at fixed volume, so its static energy changes by $-(B\Delta V/V)\delta V=-T(\partial P/\partial T)_V\Delta V$. The host and reservoir energies are stationary at $V_0$. Since $(\partial P/\partial T)_V=(\partial S/\partial V)_T$, to this order

$$G_f=E_f(V_0)-T\Big[S_V+\Big(\frac{\partial S}{\partial V}\Big)_T\Delta V\Big]=E_f(V_0)-TS_P .$$

One may use $E_f$ and $S_V$ both at the expanded volume, or $E_f(V_0)$ with $S_P$. An Arrhenius plot at zero pressure has $e^{S_P/k}$ as its prefactor to this order. In the model $B=151$ GPa, and this leading-order estimate of the expansion at 600 K is 2.35 %. In a host expanded by that amount $S_V$ is $2.34\,k$, a change of $-0.09\,k$. Its effect on $G_f$ is of second order in the expansion. The static energy has terms of the same order, so this change alone does not measure the error of the leading-order result.

Real cobalt has a similar lattice spacing, a slightly smaller $c/a$ than the model's 1.633, and a bulk modulus nearer 200 GPa as a rough figure, so the model is too soft in compression. It is also a metal with magnetic order. Free-electron statistics give an electronic entropy $(\pi^2/3)k^2Tg$ per atom, where $g$ is the density of states at the Fermi level. For a rough $g=2$ eV$^{-1}$ this is $0.34\,k$ at 600 K. It sets a scale for what a vacancy could change if it altered the states by about one atom's share; it is not a computed correction. Magnetic entropy and anharmonicity at fixed volume are not sized here. An interconnect line also breaks the assumption of zero stress. In the model, moving an atom from the interior to a surface enlarges the crystal by $v+\Delta V=0.0105$ nm$^3$, so a hydrostatic tension of 1 GPa lowers $G_f$ by 0.066 eV. At 600 K, where $kT=0.0517$ eV, this raises the equilibrium concentration by a factor of about 3.6 when the static volumes are used, and only if the interface or boundary that receives the atom carries the same normal tension, which a free surface does not. The value of 1 GPa is illustrative. A vacancy that relaxes inward more strongly than in this pair model gives a smaller factor. In the model at 600 K a tension of 1 GPa has a larger effect than the relaxation, quantum and volume corrections to the formation entropy found above, and a smaller one than omitting the reservoir. The shift of $G_f$ is close to linear in the stress, and near 0.2 GPa it is only as large as the relaxation correction. The numerical output below lists the computed values from which the figures for the model follow.

## Computed values

```
Morse depth, decay, length: 0.40 eV, 16.0 1/nm, 0.256 nm
Atomic mass: 58.9 u
Lattice a, c: 0.2497 nm, 0.4077 nm; c/a = 1.6330
Volume per site: 0.01100 nm^3
Quadrature test, S/k: phase space 1.653426, modes 1.653426
Isotope test, mass ratio 1.5, N = 64: no reservoir 0.5965 k
Isotope test with reservoirs: -0.01167 k
Detailed cell: N = 180, host modes 537, defect modes 534
Highest host frequency: 9.392 THz
Geometric-mean host frequency: 5.990 THz
Sum ln(host f / THz): 961.2885
Sum ln(defect f / THz): 953.4905
3 <ln(host f / THz)>: 5.3703
S_V, relaxed vacancy: 2.4277 k = 0.2092 meV/K
S_V, unrelaxed vacancy: 2.1888 k
Prefactor exp(S_V/k): 11.332
T S_V at 600 K: 0.1255 eV
Definition at 6000 K (limit check only): 2.42729 k
S_V for N = 64: 2.3521 k
S_V for N = 180: 2.4277 k
S_V for N = 448: 2.4551 k
S_V extrapolated in 1/N from the two largest: 2.4735 k
380 K, reservoir omitted: -1.4094 k
380 K, host weighted by (N-1)/N: 2.4064 k
380 K, full quantum: 2.3359 k; shift -0.0918 k, leading term -0.0950 k
600 K, reservoir omitted: -2.7797 k
600 K, host weighted by (N-1)/N: 2.3987 k
600 K, full quantum: 2.3901 k; shift -0.0376 k, leading term -0.0381 k
Grueneisen parameter: 1.584
Bulk modulus: 151.2 GPa
Relaxation volume: -0.0434 site volumes
Relaxation volume, linear: -0.0428 site volumes
S_P - S_V: direct -0.2033 k, linear -0.2053 k
S_P: 2.2244 k; exp(S_P/k) = 9.248
Host volume expansion at 600 K: 2.35 %
S_V in the expanded host: 2.3381 k
Rough density of states: 2.0 per eV and atom
Electronic entropy per atom at 600 K: 0.340 k
```
